What Rutherford backscattering says about film thickness

**Q.** I have a simulated measurement on a gadolinium film. Helium ions of 2000 keV strike it at normal incidence, and those scattered through 165° are counted. My analysis returns 97.6 nm, but the film was set up to be 122.1 nm thick. Backscattering needs no reference film, so I expected it to measure the thickness directly. Where is the mistake?

**A.** What does the detector deliver?

**Q.** A number of ions at each energy. Ions scattered deeper return with less energy, so the width of the gadolinium signal is a depth.

**A.** It is an energy. To see what it says about depth, follow one ion through the collision, then through the film. I shall use eV, keV and nm. The film is laterally uniform, its atoms lie in no aligned rows, each detected ion has had one large-angle collision, and the beam is not noticeably depleted.

**Q.** Start with the collision, then. Does it know the density?

**A.** Let the ion have mass M1 and the atom, initially at rest, mass M2, with r = M1/M2 < 1. The ion's momentum changes from p0 to p1 through the angle θ. Momentum conservation gives the recoil momentum p2:

p2² = p0² + p1² − 2p0p1 cosθ

Energy conservation, p0²/2M1 = p1²/2M1 + p2²/2M2, multiplied by 2M1 becomes

p0² − p1² = r(p0² + p1² − 2p0p1 cosθ)

Divide by p0² and put y = p1/p0:

(1 + r)y² − 2r y cosθ − (1 − r) = 0

A quarter of the discriminant is r²cos²θ + 1 − r² = 1 − r²sin²θ. Call its root s = √(1 − r²sin²θ). Since y must be positive,

y = (r cosθ + s)/(1 + r)

The ion keeps the energy fraction K = y². With masses 4.0015 u and 157.25 u, K = 0.90477. An ion scattered at the surface therefore has 0.90477 × 2000 keV = 1809.5 keV. The mass 157.25 u is an isotope average, used here as if every atom had it; the natural isotopes from 154 to 160 spread the real edge from about 1805.6 to 1812.6 keV. This front edge indicates the atom's mass, though only coarsely for heavy atoms: terbium, at 158.93 u, would give 1811.5 keV, too close for an ordinary silicon detector to separate. No density has entered.

**Q.** And the chance of such a collision? More closely packed atoms should scatter more ions.

**A.** More per nanometre, yes. First take the chance per atom. Let C = Z1Z2e², where e² includes the Coulomb constant and equals 1.43996 eV nm. Here Z1 = 2 and Z2 = 64. I neglect screening by the atom's electrons, which would lower the cross-section here by about 1%.

In relative motion, let μ be the reduced mass, v the initial speed, b the impact parameter and Θ the deflection. Measure the polar angle φ from the orbit's symmetry axis, and call the separation ρ. The momentum change lies along that axis and has size 2μv sin(Θ/2). It equals the time integral of the force component C cosφ/ρ². Angular momentum conservation, ρ² dφ/dt = vb, replaces dt/ρ² by dφ/(vb). The angle runs from −(π − Θ)/2 to +(π − Θ)/2, so

2μv sin(Θ/2) = (C/vb) ∫ cosφ dφ = 2C cos(Θ/2)/(vb)

With relative energy E_cm = μv²/2 and κ = C/E_cm,

b = (κ/2) cot(Θ/2)

Ions entering the ring 2πb db leave into the solid angle 2π sinΘ dΘ. Since |db/dΘ| = κ/[4 sin²(Θ/2)] and b/sinΘ = κ/[4 sin²(Θ/2)],

σ_cm = κ²/[16 sin⁴(Θ/2)] = κ²/[4(1 − cosΘ)²]

**Q.** My detector sits at a laboratory angle, though.

**A.** The laboratory velocity is the centre-of-mass velocity, of size rv/(1 + r), plus the ion's velocity relative to it, of size v/(1 + r). Their components perpendicular to the final laboratory direction must cancel:

sin(Θ − θ) = r sinθ,  cos(Θ − θ) = s

The addition formulas for Θ = θ + (Θ − θ) give

sinΘ = sinθ (s + r cosθ)
cosΘ = s cosθ − r sin²θ

Differentiating Θ = θ + arcsin(r sinθ) gives dΘ/dθ = (s + r cosθ)/s. The same ions are counted in either description, so

σ = σ_cm (sinΘ/sinθ)(dΘ/dθ) = σ_cm (s + r cosθ)²/s

Because μ = M1/(1 + r), E_cm = E/(1 + r) and κ = C(1 + r)/E. Write D = 1 − cosΘ = 1 + r sin²θ − s cosθ. Multiplying out and using 1 − s² = r²sin²θ,

(s + cosθ)D = s sin²θ + rs sin²θ + r²sin²θ cosθ + r sin²θ cosθ
= (1 + r)(s + r cosθ) sin²θ

Replacing (1 + r)(s + r cosθ)/D by (s + cosθ)/sin²θ leaves

σ(E) = (C/4E)² × 4(s + cosθ)²/(s sin⁴θ)

This is the cross-section per atom and per unit solid angle. At 2000 keV it is 5.487 × 10⁻¹⁰ nm²/sr. A numerical orbit integral, differentiated with respect to b, gives the same value. Again there is no density.

**Q.** So density must enter on the way through the film.

**A.** It enters there, and we must see whether it survives. Let n(x) be the number of atoms per volume at depth x, and let ε(E) be the stopping cross-section, defined by the energy loss per distance divided by n. I assume that ε depends on the atom and the ion energy, not on the packing. On the way in,

dE/dx = −n(x) ε(E)

For N ions and a detector of small solid angle Ω, the slice dx contributes

dY = NΩ σ(E) n(x) dx

Now count the atoms per area above depth x:

ξ(x) = ∫₀ˣ n(x′) dx′,  dξ = n dx

Dividing the first equation by n and substituting dξ in the second,

dE/dξ = −ε(E)
dY = NΩ σ(E) dξ

On the way out, the ion travels at 15° to the surface normal, so every slice is crossed over a length dx/|cosθ|. From the collision at ξ it starts with energy KE(ξ) and passes ξ/|cosθ| atoms per area. Its loss per atom per area is again ε. The detected energy is therefore a function of ξ, and so is the number of ions detected from above that depth. The last value of ξ is the total

A = ∫₀ᵗ n(x) dx

where t is the geometric thickness. Given the beam, detector and atomic properties, A fixes the spectrum. The separate values of n and t do not appear.

**Q.** Then two films of different thickness could give me the same spectrum?

**A.** Yes, if they have the same A. I would compare four, each with 3000 atoms/nm², or 3.00 × 10¹⁷ atoms/cm². For a dense reference we need a density. The hcp cell has base area (√3/2)a², height c and two atoms, so

n_bulk = 2/[(√3/2)a²c] = 4/(√3 a²c)

With rough lengths a = 0.36 nm and c = 0.58 nm this is 30.72 atoms/nm³. I keep the extra digits for consistent arithmetic; the lengths do not justify them as a material constant.

The dense film has t = 3000/30.72 = 97.7 nm with these rounded inputs, or 97.6 nm with the unrounded density. A uniformly porous film at 0.8 of that density has t = 122.1 nm. Here its pores are represented by a lower average density. A third film has density falling linearly from n_bulk to 0.6 n_bulk; its mean is also 0.8 n_bulk, so its thickness is also 122.1 nm. The fourth has two dense layers separated by a uniform 40 nm gap, and measures 137.6 nm overall.

**Q.** Surely the gap shifts the signal from the second layer.

**A.** In the gap n = 0, so the ion loses no energy and meets no atoms: dξ = 0. A calculation in geometric depth, slice by slice, gives all four films a back edge at 1749.24 keV and 16712 counts. In 5 keV channels their spectra differ by at most 0.0002 counts, far below the counting noise. They are numerically indistinguishable in this model.

**Q.** Perhaps I can use the random spread of energy losses. A longer path should give more spread.

**A.** A longer path through the same density does. At fixed A, the lower density compensates. Let dσ_T be the cross-section for a small energy transfer between T and T + dT. The expected number of such collisions in dx is n dσ_T dx = dσ_T dξ. Even if dσ_T changes with ion energy, the random process in ξ contains no separate density.

For a simple case, take dσ_T independent of ion energy. The number of collisions in each transfer interval is then an independent Poisson number with mean A dσ_T and an equal variance. Multiplying a number by T multiplies its variance by T², so

mean loss = A ∫ T dσ_T
variance = A ∫ T² dσ_T

Take a total collision cross-section of 0.05 nm² and exponentially distributed transfers of mean 200 eV. There are 3000 × 0.05 = 150 collisions on average. The mean loss is 150 × 200 eV = 30.00 keV. The mean of T² is 2 × (200 eV)², so the standard deviation is √(150 × 2) × 200 eV = 3.464 keV. Random free paths gave 3.446 keV for the dense film and 3.492 keV for one containing a porous layer and a gap. Both agree with the law within sampling error. These figures are for one crossing of the film. At the back edge the inward spread is scaled by K and the outward spread is added, giving √(K² + 1/|cosθ|) × 3.464 keV ≈ 4.7 keV, again fixed by A.

**Q.** So in a laterally uniform film the spread measures the same thing again. How do I get A from my spectrum?

**A.** There are two routes, with different weaknesses. For the example, use the model

ε(E) = ε0 √(E0/E)

with E0 = 2000 keV and ε0 = 10 eV nm² per atom. This strength is a round model value, not a gadolinium measurement. Separating variables in dE/dξ = −ε gives

√E dE = −ε0√E0 dξ

Integrating from the surface and multiplying by 3/2,

E(ξ)^(3/2) = E0^(3/2) − (3/2)ε0√E0 ξ

At the back of the film, call this energy E_A. The outward path starts at KE_A, so the detected back-edge energy E_b obeys

E_b^(3/2) = K^(3/2)E_A^(3/2) − (3/2)ε0√E0 A/|cosθ|

Insert E_A and solve for A:

A = [(KE0)^(3/2) − E_b^(3/2)] / {(3/2)ε0√E0 [K^(3/2) + 1/|cosθ|]}

In powers of keV, the numerator is 1809.54^(3/2) − 1749.24^(3/2) ≈ 3815. The denominator is 1.5 × 0.01 × √2000 × (0.8606 + 1.0353) ≈ 1.272. Their ratio is 3000 atoms/nm².

**Q.** That needs the stopping cross-section. What about the counts?

**A.** Since σ(E) = σ(E0)E0²/E² and dξ = −√E dE/(ε0√E0),

Y = NΩ ∫₀ᴬ σ dξ
= [NΩσ(E0)E0^(3/2)/ε0] ∫ E^(−3/2) dE, from E_A to E0
= [2NΩσ(E0)E0^(3/2)/ε0] (E_A^(−1/2) − E0^(−1/2))

Solve this for E_A, then use the inward energy equation for A. With N = 10¹³ and Ω = 10⁻³ sr, NΩσ(E0) = 5.487 nm². The 16712 counts give E_A ≈ 1969.9 keV and again A = 3000 atoms/nm².

For a thin film the content is easier to see. To first order in the energy loss, σ ≈ σ(E0)(1 + 2ε0ξ/E0). Integrating over ξ,

Y ≈ NΩσ(E0) A (1 + ε0A/E0)

The correction is 30/2000 = 1.5%. Without it, the estimate is 16461 counts instead of 16712.

The corresponding first-order width has an inward loss reduced by the collision factor K, plus an outward loss:

ΔE ≈ [Kε(E0) + ε(KE0)/|cosθ|] A

The bracket is 19.93 eV nm², giving 59.8 keV. The slice calculation gives 60.3 keV, slightly more because this model's stopping rises as the ion slows.

**Q.** Which route should I trust?

**A.** That depends on what you know. If ε0 is taken 10% too high, the edge route divides A by 1.1 and gives a result 9.09% low. The count route changes by only −0.15%, because stopping enters through the 1.5% correction. Light impurities act like a stopping error: oxygen, which a real porous gadolinium film takes up readily, slows the ion without adding to the gadolinium signal. With roughly 4 eV nm² per oxygen atom, one oxygen per ten gadolinium atoms would make the edge route about 4% high and the count route less than 0.1% high. But counts require N, Ω and σ; an error in any of them passes almost fully into A. Counting noise alone is 1/√16712 = 0.77% of the total.

In the limit of a very thin film, the width can disappear beneath the detector resolution while the counts remain usable. At one hundredth of this A, the width is about 0.6 keV and the expected number is about 165 counts. The noise is then about 8%, so more incident ions would help.

**Q.** Both routes end in atoms/nm², yet my analysis printed nanometres.

**A.** Did you enter a stopping power in eV/nm?

**Q.** Yes, the value for bulk gadolinium.

**A.** That is S = n_bulk ε. It already contains a density. Holding S at its surface values for E0 and KE0 would give 98.5 nm here, and a single value at E0 would give 101.2 nm. Following S as a function of energy along the inward and outward paths gives the thickness the atoms would occupy at bulk density:

t_eq = A/n_bulk = 97.6 nm

For the actual film, define the mean density n̄ = (1/t)∫₀ᵗ n dx = A/t. Then

t = A/n̄ = t_eq n_bulk/n̄

For your porous film, n_bulk/n̄ = 1/0.8 and t = 97.6 nm × 1.25 = 122 nm. There is your discrepancy. The bulk assumption returns 97.6 nm for all four films and is right for the dense one. If you know only that the density lies between 0.8 and 1.0 of bulk, the thickness lies between 97.6 and 122.1 nm. For a laterally uniform film, better counting cannot narrow that interval.

If your density is a mass density ρ̄, use ρ̄ = m n̄, where m is the mass per atom. Then t = Am/ρ̄.

**Q.** Could I instead keep the thickness and infer the density?

**A.** Yes, if the thickness comes from an independent measurement, such as a surface step down to the substrate. Here n̄ = 3000/122.1 ≈ 24.6 atoms/nm³, or 0.80 of the bulk value. The disagreement between your two lengths then becomes a measurement of porosity, provided the film has the assumed composition and its solid parts have the bulk density, which must be known more accurately than from the rough lengths used here.

The comparison at fixed thickness is useful too. A film 97.6 nm thick at 0.8 of bulk density gives 13329 counts, against 16712 for the dense film. The ratio is 0.798, slightly below 0.8 because the lighter film also has a smaller energy-loss correction. Thus the spectrum does respond to density when t is held fixed. It cannot separate density from thickness when both are unknown.

**Q.** Would tilting the film separate them?

**A.** For a laterally uniform film, no. If the inward path makes an angle α with the normal, its length in each slice is dx/cosα. It crosses dξ/cosα atoms per area. The outward path has its own known angular factor. Tilt changes the spectrum, but n and dx still occur as n dx.

**Q.** Real pores are not spread evenly across the surface. Does that rescue the thickness?

**A.** It changes the spectrum, so equal average A no longer ensures equal spectra. Even small pores can add to the energy spread, because different ions then meet different numbers of atoms. Randomly placed spherical pores of 5 to 10 nm filling 20% of this film would add roughly 4 to 5 keV at the back edge, comparable with the collision spread. That trace depends on pore size as well as porosity, so it does not give the density by itself. Suppose half the surface carries A/2 and half carries 3A/2, in patches wide enough for each ion to enter and leave through the same patch. Their back edges are 60.8 keV apart. The total count, however, rises by just 0.39% relative to the uniform film.

The thin-film formula explains the small change. The term linear in A averages to its old value. The quadratic term is multiplied by (0.25 + 2.25)/2 = 1.25, and 0.25 × 1.5% ≈ 0.38%. The counts still give nearly the mean areal density, while the edge shape carries information about its distribution. Each patch still needs a density before its areal density becomes a height.

**Q.** When would the argument itself fail?

**A.** When density affects the ion by more than the number of atoms it meets. In a crystal, aligned rows can steer ions and change their chance of close collisions. Bonding can alter ε, so a density change accompanied by a bonding change may leave a trace in the edge position. These effects are outside the model. Using such a trace to find density would require its own calibration.

For a compound, σ and K belong to each element, while the stopping is approximately a sum over the elements present, since bonding can alter it. The same change of variable works if composition is specified as a function of areal depth. You obtain atoms of each element per area, and the compound's density is still needed for nanometres.

**Q.** Then I should report 3000 atoms/nm² first, and give 122 nm only with the density I used.

**A.** Yes, and state where that density came from. If it was calculated from the step height, the 122 nm is the step measurement, not a second confirmation of it. The numerical output lists the values for all the films.

Numbers as computed

```
Ion energy: 2000 keV; angle: 165 deg
Charges: ion 2, film atom 64
Masses: ion 4.0015 u, film atom 157.25 u
Incident ions: 1.0e+13; solid angle: 1.0e-03 sr
Coulomb constant e^2: 1.43996 eV nm
Model stopping at E0: 10.0 eV nm^2 per atom
K: formula 0.904770, orbit 0.904770
sigma(E0), formula: 5.48688e-10 nm^2/sr
sigma(E0), orbit:   5.48688e-10 nm^2/sr
Rough hcp lengths: a 0.36 nm, c 0.58 nm
Bulk density from cell: 30.72 atoms/nm^3
Set areal density: 3000 atoms/nm^2
Same in other unit: 3.00e+17 atoms/cm^2
Front edge: 1809.54 keV
dense: true thickness 97.6 nm
  back edge 1749.24 keV, counts 16712
  A by edge 3000.0, by counts 3000.0 /nm^2
  thickness if bulk assumed 97.6 nm
porous: true thickness 122.1 nm
  back edge 1749.24 keV, counts 16712
  A by edge 3000.0, by counts 3000.0 /nm^2
  thickness if bulk assumed 97.6 nm
graded: true thickness 122.1 nm
  back edge 1749.24 keV, counts 16712
  A by edge 3000.0, by counts 3000.0 /nm^2
  thickness if bulk assumed 97.6 nm
gap: true thickness 137.6 nm
  back edge 1749.24 keV, counts 16712
  A by edge 3000.0, by counts 3000.0 /nm^2
  thickness if bulk assumed 97.6 nm
Largest channel difference: 0.0002 counts
Channel width: 5 keV
Counting error, dense: 0.77 %
Dense t, 0.8 bulk density: 13329 counts
Thin-film width factor: 19.932 eV nm^2
Thin-film width for set A: 59.79 keV
Slice-model width: 60.30 keV
Thin-film counts for set A: 16461
10% high stopping, A by edge: -9.09 %
10% high stopping, A by counts: -0.15 %
Porous density from A and t: 24.58 atoms/nm^3
Patches A/2 and 3A/2: count change 0.39 %
Patch back-edge separation: 60.82 keV
Random model: hit area 0.05 nm^2
Random model: mean transfer 200 eV
Loss mean: law 30.00 keV
  dense 29.97, open 29.99 keV
Loss spread: law 3.464 keV
  dense 3.446, open 3.492 keV
```
